\section*{Why cooling a single-photon avalanche diode can raise its noise}

\section*{Question}

I am planning to cool a silicon single-photon avalanche diode (SPAD) from 300 K to 240 K. My estimate for its primary dark rate is 1000 counts/s at 300 K, with an activation energy of 0.60 eV, so cooling should nearly remove it. Photons trigger the diode $10^5$ times per second, and after each avalanche the electronics keep it switched off for 100 ns. I want to leave that hold-off unchanged.

A colleague says that the total noise may go up, because carriers trapped during an avalanche are released more slowly in the cold. But slower release also means fewer releases per second from each trap. Why should that make more noise, and how can I tell which effect wins?

\section*{Answer}

Your colleague can be right. A slower release does lower the rate per trapped carrier, but it does not lower the number of carriers that must eventually come out. What matters is when they come out. A carrier released during the hold-off is harmless; one released afterwards can start a false avalanche. Cooling moves releases from the first group to the second. Whether this outweighs the fall in dark counts depends on how many avalanches, photon-triggered ones included, are filling the traps.

\subsection*{What is counted, and what is held fixed}

Call every count whose trigger is not a photon a noise count. Let $S$ be the photon trigger rate, $D(T)$ the primary dark trigger rate and $\Lambda=D+S$. Both kinds of trigger arrive as independent Poisson processes, and those arriving during the hold-off $t_h$ are lost.

Each avalanche leaves a Poisson number of trapped carriers, with mean $N$. Each is released independently at rate $e(T)$ and, if the diode is armed at that moment, starts an avalanche with probability $\eta$. I hold $S$, $t_h$, $N$ and $\eta$ fixed as $T$ changes. This assumes constant voltage above breakdown, not constant bias, and neglects the remaining temperature dependence of photon absorption, trap filling and triggering.

With $\beta=1/(k_BT)$, take $D\propto e^{-\beta E_D}$, so that
\begin{equation}
\frac{dD}{d\beta}=-E_D D .
\end{equation}
Cooling means increasing $\beta$. The formulas are dimensionally consistent and contain no constant tied to a particular unit system, so they read the same in atomic units.

\subsection*{How release slows down}

Consider a trap level $E_t$ at depth $E_a=E_c-E_t$ below the conduction band edge $E_c$. In equilibrium, capture into empty traps balances release from full ones. With capture cross-section $\sigma$, thermal speed $v$, electron density $n$ and trap occupation $f$,
\begin{equation}
\sigma v n(1-f)=e f .
\end{equation}
For a nondegenerate band $n=N_c e^{-\beta(E_c-\mu)}$, where $\mu$ is the chemical potential and $N_c$ the effective density of states. Fermi occupation of the trap gives $(1-f)/f=e^{\beta(E_t-\mu)}$; a constant degeneracy factor is absorbed in $\sigma$. The chemical potential cancels:
\begin{equation}
e=\sigma v n\,\frac{1-f}{f}=\sigma vN_c\,e^{-\beta E_a}.
\end{equation}
Since $v\propto T^{1/2}$ and $N_c\propto T^{3/2}$, a temperature-independent $\sigma$ gives $e\propto T^2e^{-\beta E_a}$. Thus $\ln e=\text{const}-2\ln\beta-\beta E_a$, and
\begin{equation}
-\frac{d\ln e}{d\beta}=E_a+\frac{2}{\beta}=E_a+2k_BT\equiv E_e .
\end{equation}
I use the same law in the depleted junction, with $E_a$ understood as the apparent depth at the operating field.

\subsection*{How many carriers outlive the hold-off}

Mark each trapped carrier in advance, with probability $\eta$, as one that will trigger if released while the diode is armed. The marked carriers from one avalanche are again Poisson distributed, with mean $M=N\eta$. Each outlasts its own hold-off with probability
\begin{equation}
q=e^{-x},\qquad x=e\,t_h ,
\end{equation}
so the fresh marked carriers present at re-arming are Poisson distributed with mean
\begin{equation}
m=Me^{-x}.
\end{equation}
Only $x$ depends on temperature here, and $dx/d\beta=-xE_e$. Therefore
\begin{equation}
\frac{dm}{d\beta}=-m\frac{dx}{d\beta}=m x E_e>0 .
\label{dm}
\end{equation}
This answers your objection about slow release: $m$ grows on cooling although $e$ falls.

\subsection*{The noise rate}

Let $X$ be the number of marked carriers present at re-arming, including any left from earlier avalanches. Let $p$ be the fraction of avalanches started by trapped carriers. At the next avalanche the mean number of marked carriers drops by $p$ and then rises by $M$; a fraction $q$ of these survives the hold-off. In the steady state
\begin{equation}
\langle X\rangle=q\left(\langle X\rangle-p+M\right)
\quad\Rightarrow\quad
p=M-\langle X\rangle\frac{1-q}{q}.
\end{equation}
The fresh carriers are part of $X$, so $\langle X\rangle\ge m=Mq$, and hence
\begin{equation}
p\le M-M(1-q)=m .
\end{equation}

Let $R$ be the total count rate. The diode is armed for a fraction $1-Rt_h$ of the time, so
\begin{equation}
R=\Lambda(1-Rt_h)+pR
\quad\Rightarrow\quad
R=\frac{\Lambda}{1-p+\Lambda t_h}.
\end{equation}
It follows that $1-Rt_h=(1-p)/(1-p+\Lambda t_h)$. The noise rate is the accepted dark triggers plus the afterpulses:
\begin{align}
R_n&=D(1-Rt_h)+pR
=\frac{D(1-p)+p(D+S)}{1-p+\Lambda t_h}\nonumber\\
&=\frac{D+pS}{1-p+\Lambda t_h}.
\end{align}
Increasing $p$ raises the numerator and lowers the denominator. Replacing $p$ by its upper bound $m$ therefore gives, for $m<1+\Lambda t_h$,
\begin{equation}
R_n\le F=\frac{D+mS}{1-m+\Lambda t_h}.
\label{F}
\end{equation}
The term $mS$ is the one missing from an estimate based on dark counts alone: photon avalanches fill traps too.

A lower bound is also available. While the diode is armed, the first marked release starts an avalanche, so $X$ stays constant until then. The next avalanche comes at rate $\Lambda+eX$, and the mean wait is $W=\langle1/(\Lambda+eX)\rangle$. Keeping only the fresh carriers can only lengthen this wait:
\begin{equation}
W\le W_1=\sum_{k=0}^{\infty}\frac{e^{-m}m^k}{k!}\,\frac{1}{\Lambda+ek}.
\end{equation}
Since $R=1/(t_h+W)$ and $R_n=R-S(1-Rt_h)=R(1+St_h)-S$,
\begin{equation}
R_n\ge\frac{1+St_h}{t_h+W_1}-S .
\label{low}
\end{equation}

The value between the bounds follows from a Markov chain for $X$. At each avalanche one marked carrier leaves with probability $eX/(\Lambda+eX)$; each remaining one survives the hold-off with probability $q$; a Poisson number with mean $m$ is added. I call the noise from its numerically solved steady state the model value.

\subsection*{When cooling makes things worse}

Write (\ref{F}) as $F(1-m+\Lambda t_h)=D+mS$ and differentiate with respect to $\beta$, denoting the derivative by a prime:
\begin{equation}
F'(1-m+\Lambda t_h)+F(-m'+t_hD')=D'+Sm'.
\end{equation}
Collecting terms and inserting $D'=-E_DD$ and (\ref{dm}) gives
\begin{equation}
F'=\frac{m x E_e(S+F)-E_D D(1-t_hF)}{1-m+\Lambda t_h}.
\end{equation}
On further cooling, $F$ rises if
\begin{equation}
m x E_e(S+F)>E_D D(1-t_hF).
\label{criterion}
\end{equation}
For small $m$ and $\Lambda t_h$, with $D\ll S$, this becomes $m x E_eS>E_DD$: the growth of the afterpulse rate against the fall of the dark rate.

The product $mx=Mxe^{-x}$ is largest at $x=1$, where it equals $M/\mathrm{e}$, with $\mathrm{e}=2.718\ldots$ here. In this leading-order form, a small cooling step therefore helps for any hold-off if $D>SME_e/(\mathrm{e}E_D)$. Your numbers, with the trap values below and $E_e\approx0.25$ eV, put that threshold near 460 dark counts/s. Below it, the hold-off decides.

\subsection*{Your diode}

You did not give trap data, so I take a depth $E_a=0.20$ eV, a release time $1/e=30$ ns at 300 K and $M=0.03$. At 240 K the dark rate is
\begin{equation}
D=1000\,e^{-5.80}\approx3.0\ \text{counts/s},
\end{equation}
where 5.80 is $E_D/k_B$ times the change in $1/T$. The release time becomes
\begin{equation}
\frac1e=30\ \text{ns}\times\left(\frac{300}{240}\right)^2e^{1.93}\approx324\ \text{ns}.
\end{equation}
Hence $x$ falls from $100/30=3.33$ to $100/324=0.308$, and $m$ rises from 0.00107 to $0.03\,e^{-0.308}=0.0220$. The bound (\ref{F}) gives
\begin{align}
F(300\ \text{K})&=\frac{1000+107}{1-0.0011+0.0101}\approx1097\ \text{counts/s},\\
F(240\ \text{K})&=\frac{3+2204}{1-0.0220+0.0100}\approx2234\ \text{counts/s}.
\end{align}
The model values at five temperatures are:
\begin{center}
\begin{tabular}{rrrrr}
$T$ (K) & $D$ (1/s) & $1/e$ (ns) & $m$ & $R_n$ (1/s)\\
300 & 1000 & 30 & 0.0011 & 1097\\
280 & 191 & 60 & 0.0056 & 747\\
260 & 28 & 131 & 0.0140 & 1420\\
240 & 3.0 & 324 & 0.0220 & 2207\\
220 & 0.2 & 930 & 0.0269 & 2710
\end{tabular}
\end{center}
Noise doubles between 300 K and 240 K although the primary dark rate falls by a factor of about 330. The bounds alone prove the rise within this model: the lower bound (\ref{low}) at 240 K is 2138 counts/s, above the upper bound of 1097 at 300 K.

As an independent check, I followed 400\,000 avalanches at each temperature with individual release times, using $N=0.1$ and $\eta=0.3$. The noise was $1074\pm15$ counts/s at 300 K and $2210\pm29$ at 240 K (one standard error), within 1.6 standard errors of the model values.

Cooling is not useless here. At 300 K the two sides of (\ref{criterion}) are about 91 and 600 eV/s, so the first degrees help. At 240 K they are about 168 and 1.8 eV/s, so further cooling hurts. They are equal at 286.2 K; direct minimization of the model value gives 286.1 K, with noise of 691 counts/s.

The rise does not continue without limit. As release becomes very slow, $m\to M$, and with $D\to0$ the upper bound tends to $MS/(1-M+St_h)$, about 3100 counts/s. Each avalanche cannot cause more late triggers, on average, than the marked carriers it leaves behind.

\subsection*{How much light is needed}

To leading order the noise is $D+mS$. Setting it equal at the warm and cold temperatures gives
\begin{equation}
S_{\rm tie}\approx\frac{D_{\rm warm}-D_{\rm cold}}{m_{\rm cold}-m_{\rm warm}}
=\frac{1000-3}{0.0220-0.0011}\approx4.8\times10^4\ \text{s}^{-1}.
\end{equation}
The full model gives $4.7\times10^4$ photon triggers/s; the unrounded estimate is 1.5\% above it. At lower light levels, 240 K is quieter than 300 K at your hold-off. Your $10^5$ triggers/s lie about a factor of two above the tie.

\subsection*{What happens with the light off}

Now $S=0$, and afterpulses can descend only from dark counts. For $\Lambda t_h\to0$ and $m<1$, $F=D/(1-m)$ and $t_hF\to0$, so (\ref{criterion}) becomes
\begin{equation}
\frac{m x}{1-m}E_e>E_D .
\label{dark}
\end{equation}
For $M\le1$ and $x>0$,
\begin{equation}
\frac{mx}{1-m}=\frac{Mx}{e^x-M}\le\frac{x}{e^x-1}<1 .
\end{equation}
The first inequality holds because the fraction increases with $M$, the second because $e^x>1+x$. If also $E_e\le E_D$, condition (\ref{dark}) cannot be met, and $F$ falls on cooling. This proves the fall of the estimate $F$, not of the model value. For your diode the model values fall as well: 1001, 192, 28.5, 3.1 and 0.2 counts/s at the five temperatures in the table. A dark-count measurement with the shutter closed would thus show steady improvement while the noise under illumination doubled.

The dark total can rise too if the primary rate depends weakly on temperature. Take a model diode with $E_D=0.05$ eV and $M=0.8$, the other trap values and the hold-off unchanged. From 300 K to 240 K its primary rate falls from 1000 to 617 counts/s, but its total rises from 1029 to 1294. Here $m$ grows from 0.029 to 0.59, so afterpulses often produce further afterpulses. The left side of (\ref{dark}) is about 0.025 eV at 300 K and 0.11 eV at 240 K, on either side of $E_D$.

When $m$ is this large, $F$ should be read as a bound and not as a value. For $M=0.6$, $x=0.7$, $Dt_h=0.03$ and $St_h=0.07$, the model gives $R_nt_h=0.0566$ and an event-by-event simulation $0.0568\pm0.0002$, while $F t_h=0.063$, about 12\% above the model value.

\subsection*{Changing the hold-off}

The difficulty comes from keeping $t_h$ fixed while the release time grows. To restore the 300 K value of $m$ at 240 K, keep $x$ unchanged:
\begin{equation}
t_h=100\ \text{ns}\times\frac{324}{30}\approx1080\ \text{ns}.
\end{equation}
For the single trap depth assumed here, the noise is then 96 counts/s, against 2207 with 100 ns. The price is live time: the armed fraction drops from 0.990 to 0.902, so about 9\% of the photon counts are lost relative to the short hold-off. Dead time does not explain the quieter result, since noise per unit live time is still only $96/0.902\approx107$ counts/s. This remedy suits applications that can accept the loss; the loss grows with $St_h$.

\subsection*{How far to trust this for a real device}

The inputs are rough values for a silicon SPAD about 50 $\mu$m across, not data for a particular product. If the field does not speed up the release, the assumed release time implies a capture cross-section of about $1.3\times10^{-16}$ cm$^2$ for a thermal speed of $2\times10^7$ cm/s (twice that if the speed is computed with the density-of-states mass, as in the output below), the area of a square 1.1 to 1.6 \AA\ on a side, which is a plausible atomic size. The conclusion depends on the assumed trap values. With the other inputs unchanged, the leading-order noise $D+mS$ is larger at 240 K than at 300 K only if $M>997/[10^5(e^{-0.308}-e^{-3.33})]\approx0.014$, about half the value taken here. If only the apparent depth is varied, with the release time at 300 K kept at 30 ns, the rise requires a depth above about 0.08 eV. If only that release time is varied, it must lie between about 8 and 210 ns. The depth limit is a real concern, because a strong field helps carriers out of traps. A lowering of 0.14 eV, the value used below for the dark rate, would leave a trap that is 0.20 eV deep without field with an apparent depth of only 0.06 eV, and 240 K would then be quieter than 300 K. The depth to use is therefore the one measured at the operating voltage. The assumption of a single trap depth matters too. With three equally filled depths, spaced by 0.03 eV around 0.20 eV, $F$ goes from 1379 counts/s at 300 K to 1955 at 240 K. With 0.05 eV spacing it goes from 1647 to 1755, a rise of only 7\%: shallow traps still empty in time at 240 K, while deep ones already cause afterpulses at 300 K. The longer hold-off also gains less, because the deep traps outlast it: at 240 K with 1080 ns, the noise is 410--420 counts/s for 0.03 eV spacing and about 650 for 0.05 eV, instead of 96. At that hold-off the best temperatures are near 268 K (about 95 counts/s) and 276 K (about 250 counts/s). You therefore need the measured distribution of afterpulse delays, not one fitted lifetime.

The remaining estimates keep the apparent trap depth at 0.20 eV. Under that condition, these effects change the comparison little or strengthen it. If the bias is fixed and breakdown, taken as 30 V, drifts by 0.1\% per kelvin, an overvoltage of 5 V at 300 K becomes 6.8 V at 240 K. If trap filling scales with overvoltage, $F$ at 240 K rises from 2234 to about 3060 counts/s. Field lowering of the dark activation energy by 0.14 eV, with the 300 K dark rate kept, changes it only to 2243. A rough band-to-band tunnelling estimate gives 0.2 counts/s at a field of 0.40 MV/cm but 18 at 0.44 MV/cm. That is small beside 2207, but not beside the 3 dark counts/s at 240 K or the 96 counts/s reached with the long hold-off. These fields suit a junction with a nearly uniform field. A one-sided abrupt junction with 30 V breakdown peaks at about 0.52--0.55 MV/cm at 35 V (300 K ionization rates), where the same rough formula gives several hundred to several thousand counts/s. Tunnelling depends only weakly on temperature, so the dark rate at 240 K should be measured rather than extrapolated from 0.60 eV. Self-heating, for 1 pF and 1000 K/W, is about 0.02 K.

For your plan, measure the noise under the intended illumination at several temperatures and hold-offs. The total count rate is a poor guide: in this example it changes by only about 1\% between 300 K and 240 K, which a small drift of the light source would hide. Obtain the afterpulses from the distribution of delays between counts, and the primary dark rate with the shutter closed, after removing the afterpulses from that count as well. With the values assumed here and 100 ns fixed, stop near 286 K; a longer hold-off moves the best temperature down, but not to 240 K. With 1 $\mu$s and a single trap depth the noise is least near 255 K, about 21 counts/s, against about 124 at 240 K. Choose temperature and hold-off together. The numerical output below lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough silicon SPAD values)
dark rate at 300 K: 1000 /s; activation 0.60 eV
release time at 300 K: 30 ns; depth 0.20 eV
M = 0.03; hold-off 100 ns; photons 100000 /s
implied capture cross-section: 2.6e-16 cm2
TABLE: T(K) dark(/s) release(ns) m | noise(/s): lower exact upper
 300  1000.00     30.0  0.00107 |  1096.7  1096.7  1097.1
 280   190.56     59.8  0.00564 |   746.5   747.4   751.5
 260    28.14    131.3  0.01401 |  1406.5  1419.5  1434.8
 240     3.02    324.3  0.02204 |  2138.5  2207.4  2233.8
 220     0.22    929.6  0.02694 |  2469.0  2709.7  2740.7
hold-off/release time x: 300 K 3.333, 240 K 0.308
simulated noise at 300 K: 1074 +- 15 /s
simulated noise at 240 K: 2210 +- 29 /s
noise ratio 240 K / 300 K: 2.01
best temperature: slope rule 286.2 K, direct 286.1 K
noise at best temperature: 691.4 /s
tie 240 K = 300 K at photon rate: exact 46844 /s
  simple tie formula: 47546 /s
same diode in darkness, noise (/s) at table temperatures:
  1000.97 191.64 28.54 3.09 0.22
weak model diode in darkness: E_D 0.05 eV, M 0.8
  primary: 1000 /s at 300 K, 617 /s at 240 K
  total: 1029 /s at 300 K, 1294 /s at 240 K
longer hold-off at 240 K: 1081 ns
  noise 96.4 /s; live fraction 0.902
  live fraction at 240 K with 100 ns: 0.990
STRONG AFTERPULSING CHECK (time unit = hold-off)
  noise: chain 0.0566, simulated 0.0568 +- 0.0002
NEGLECTED EFFECTS (closed-form noise)
tunnelling at 0.40 MV/cm: 0.19 /s; at 0.44 MV/cm: 18 /s
field lowering of dark activation: 0.140 eV
  noise at 240 K with it: 2243 /s
trap depths +-0.03 eV: 300 K 1379 /s, 240 K 1955 /s
trap depths +-0.05 eV: 300 K 1647 /s, 240 K 1755 /s
fixed bias (30 V breakdown, 5 V over, 0.1 %/K):
  charge factor 1.36; 240 K noise 3061 /s
self-heating (1 pF, 1000 K/W): 0.017 K
\end{verbatim}
